Screened Range-Separated Hybrids and the Long-Range Electron-Hole Attraction

**1. What dimensions and symmetry fix**

Place an electron and a hole a distance R apart in an isotropic insulator. Let R be large compared with the molecules, the lattice constant and every other microscopic length, and let the medium respond linearly and statically. If the attraction then keeps a Coulomb tail, R is the one length left, and the energy can be built from e² and R in one way:

E(R) → −C e²/R,

with C a pure number. Isotropy makes C independent of direction.

For the real pair, C is set by the polarization of the medium. For a hybrid functional, C is set by its fraction of exact exchange at large distance. The functional has the right tail if the two numbers agree. The task is to find both.

We use Rydberg units: ħ = 1, electron mass 1/2, e² = 2. Energies are in Ry and lengths in bohr. The bare attraction is −2/R. The symbol ε denotes the static electronic permittivity, with the nuclei held fixed.

**2. The exchange interaction of the functional**

A screened range-separated hybrid uses exact exchange with the interaction

u(r) = (2/r)[α + β erf(ωr)],

and covers the remaining exchange, and correlation, with a semilocal functional. Since erf(0) = 0 and erf(∞) = 1, the exact-exchange fraction is α at short distance and α+β at large distance. Writing erf = 1 − erfc separates the tail:

u(r) = 2(α+β)/r − 2β erfc(ωr)/r.

The second term falls off as a Gaussian once ωr exceeds one.

The same split appears in reciprocal space. The function erf(ωr)/r is the potential of the normalized charge cloud (ω³/π^{3/2}) exp(−ω²r²), whose Fourier transform is exp(−q²/4ω²). Poisson's equation multiplies this by 4π/q², so

u(q) = (8π/q²)[α + β exp(−q²/4ω²)].

As q → 0, the bracket tends to α+β. The range parameter ω decides where the tail begins, not how strong it is.

**3. How exchange becomes an attraction**

Take a closed-shell system with real orbitals: i, j occupied and a, b empty. Let D(r,r′) be the density matrix with two electrons per orbital, and v = 2/|r−r′|. The generalized Kohn-Sham operator is

F = h + ∫ v n(r′) dr′ + v_sl[n] − ½ D(r,r′) u(|r−r′|),

where h holds the kinetic energy and the nuclei, and v_sl is the semilocal potential. The factor ½ appears because exchange acts between equal spins.

A weak perturbation mixes empty orbitals into occupied ones:

φ_i → φ_i + Σ_a c_ia φ_a.

To first order, both spins together give

δD(r,r′) = 2 Σ_jb [c_jb φ_b(r)φ_j(r′) + c*_jb φ_j(r)φ_b(r′)],

δn(r) = 2 Σ_jb (c_jb + c*_jb) φ_j(r)φ_b(r).

Projecting the time-dependent orbital equation on φ_a, with the phase of φ_i removed, gives

i dc_ia/dt = (ε_a − ε_i) c_ia + ⟨a|δF|i⟩.

Define (pq|w|rs) = ∫∫ φ_p(r)φ_q(r) w(r,r′) φ_r(r′)φ_s(r′) dr dr′. The three parts of ⟨a|δF|i⟩ are:

- Hartree: 2 Σ_jb (ia|v|jb)(c_jb + c*_jb).
- Semilocal: the same with v replaced by f = δv_sl/δn.
- Exchange: −½ times the factor 2 in δD, giving −Σ_jb [c_jb (ij|u|ab) + c*_jb (ib|u|ja)].

In the exchange term, φ_a(r) meets φ_b(r), and φ_i(r′) meets φ_j(r′). This pairing turns exchange between electrons into a direct interaction between the density of the electron and the density of the hole. The coefficient of c_ia itself is

A = ε_a − ε_i + 2(ia|v|ia) + 2(ia|f|ia) − (ii|u|aa).

The terms multiplying c*_ia are 2(ia|v|ia) + 2(ia|f|ia) − (ia|u|ia).

Now put φ_i on one molecule and φ_a on a distant one. Every integral above except (ii|u|aa) contains the product φ_iφ_a. Bound orbitals have exponential tails, so these integrals vanish exponentially with separation. What remains is

A → ε_a − ε_i − (ii|u|aa).

For a semilocal functional u = 0, and the attraction is missing altogether.

This can be seen in the response of complete functionals. For two stacked ethylene molecules 20 bohr apart, described in the compact 6-31G basis, the full potential was varied by a small real mixing of the HOMO of one with the LUMO of the other. The response elements are 0 for PBE, −0.0251 Ry for PBE0 and −0.0652 Ry for CAM-B3LYP. Their tail fractions are 0, 0.25 and 0.65, so 2(α+β)/R gives 0, 0.0250 and 0.0650 Ry. The terms beyond −(ii|u|aa) in CAM-B3LYP amount to 7·10⁻⁴ Ry at 7 bohr and print as zero at 20 bohr.

**4. Why the Hartree response does not supply the screening**

The Hartree kernel describes polarization, so one might expect it to screen the pair. Consider its coupling to an excitation jb on a third molecule. It is 2(ia|v|jb), which again contains φ_iφ_a and vanishes. The exchange coupling −(ij|u|ab) requires j to overlap i and b to overlap a, so it reshapes the orbitals of the electron and hole but leaves the third molecule alone.

A third molecule polarized by an existing pair corresponds to a state in which the pair is present and that molecule is excited too. This is a double excitation, outside the single excitations of adiabatic linear response. At this level the screening of a separated pair has to be placed in u, even when the surrounding molecules are in the calculation.

**5. The tail for orbitals of finite size**

Let the molecular centres be separated by R along z, and let both orbital densities have inversion symmetry. Write the separation of two points, one in each density, as **R** + **s**, where **s** is the difference of their positions relative to their own centres. Then

1/|**R**+**s**| = 1/R − s_z/R² + (3s_z² − s²)/(2R³) + …

On averaging, inversion symmetry removes terms of odd order in **s**. In the quadratic term, products of a hole coordinate and an electron coordinate average to zero as well. Each density therefore contributes its own axial quadrupole,

Θ = ½(2⟨z²⟩ − ⟨x²⟩ − ⟨y²⟩),

and, once the erfc part is negligible,

(ii|u|aa) = 2(α+β)[1/R + (Θ_i + Θ_a)/R³] + O(R⁻⁵).

Finite orbital size leaves the coefficient of 1/R unchanged.

**6. The tail in a polarizable crystal**

For the other side we need the screened interaction W. Take a simple cubic lattice of molecules with number density n and polarizability volume a, each responding as a point dipole p = aE_loc. Fields are measured so that a unit charge has potential 1/r; energies in Ry carry a further factor 2.

*The local field.* Let the polarization P = np vary slowly in space. Draw a sphere around one site, large compared with the lattice constant but small compared with the scale on which P varies. The other dipoles inside it give no field at the centre: their sum contains Σ(3x²−r²)/r⁵, which is zero by cubic symmetry. The dipoles outside act as a continuum. Their field is the macroscopic field E minus the field of a uniformly polarized sphere.

That last field follows from two uniformly charged spheres of density ±ρ, displaced by **d**. Each has interior field ±4πρ**r**/3 about its own centre, so the sum is −4πρ**d**/3 = −4πP/3. Hence

E_loc = E + 4πP/3.

*The response.* An external charge of small wavevector q makes a longitudinal field E_ext. The longitudinal polarization adds −4πP, so

E = E_ext − 4πnp,

p = a(E_ext − 4πnp + 4πnp/3) = a(E_ext − 8πnp/3).

Solving for p gives

p = aE_ext/(1 + 8πna/3).

Inserting this in E and using E/E_ext = 1/ε,

1/ε = 1 − 4πna/(1 + 8πna/3) = (1 − 4πna/3)/(1 + 8πna/3).

*Charges that sit on molecules.* The electron and hole occupy lattice sites, where the local field differs from the macroscopic one. One must check that this does not change the tail. Seen at the sites, the field of a site charge has Bloch components proportional to

Σ_G (q+G)/|q+G|²,

with G the reciprocal lattice vectors. The term G = 0 is q/q², of order 1/q. The others cancel in pairs G, −G at q = 0 and leave terms linear in q. Averaged over a cubic shell, each contributes q/(3G²), so their sum grows with the cutoff in G; this growing part is the field of the charge at its own site, which is excluded. With that site removed, the remainder is finite and of order q, smaller than the G = 0 term by q². The potential that the dipoles produce at a site contains the same sum. Corrections to the dipole response at small q are also of relative order q² in this lattice. Therefore

W(q) = (8π/εq²)[1 + O(q²)].

The leading term gives

W(R) → 2/(εR),

with no additional local-field factor. The correction to W(q) is of order q⁰ but may depend on direction. Such a term is not smooth at q = 0 and gives a direction-dependent R⁻³ tail.

**7. The condition**

The difference between the true and the modelled attraction obeys

R[W(R) − (ii|u|aa)] → 2(1/ε − α − β).

It vanishes if and only if

**α + β = 1/ε.**

The excitation energy of a distant pair is then ε_a − ε_i − 2/(εR), up to faster-decaying terms. The condition fixes the distance dependence. The limiting value ε_a − ε_i, which depends on α, ω and the semilocal part, must separately equal the quasiparticle gap in the medium.

Two limits help in reading the result. For ε = 1, an isolated pair in vacuum, full long-range exchange is required. For ε → ∞ the long-range fraction goes to zero, as for a functional without long-range exchange.

**8. Numbers for a model crystal**

Choose a lattice constant of 10 bohr and a polarizability volume of 100 bohr³, so n = 10⁻³ bohr⁻³. Then

4πna/3 = 0.4189,

1/ε = (1 − 0.4189)/(1 + 0.8378) = 0.3162, ε = 3.162.

With the chosen α = 0.2, the condition gives β = 0.3162 − 0.2 = 0.1162. We also choose ω = 0.15 bohr⁻¹.

*The lattice.* The formula for ε was compared with the dipoles of a finite sphere, solved self-consistently with a unit charge on the central site. A finite sphere adds a constant to the potential. With S its radius, the field is 1/(εr²) inside and 1/r² outside, so the potential inside is

1/S + (1/ε)(1/r − 1/S) = 1/(εr) + (1 − 1/ε)/S.

For 14147 molecules, S = 150 bohr and the constant should be 2(0.6838)/150 = 0.0091 Ry. A fit to all sites between 40 and 90 bohr gives 0.0090 Ry for the constant and 0.3175 for the coefficient of the tail, 0.4% above 0.3162.

With the fitted constant removed, the interaction along a cubic axis compares with the point-charge hybrid as follows, in Ry:

R = 10 bohr: W = 0.0723, u = 0.0625
R = 20 bohr: W = 0.0370, u = 0.0316
R = 50 bohr: W = 0.0131, u = 0.0126
R = 80 bohr: W = 0.0080, u = 0.0079

The hybrid has reached 2/(εR) by 20 bohr, but the lattice has not. Relative to 2/(εR), W is 17% too large at 20 bohr and 3 to 4% at 50 bohr. Between these distances the excess falls by a factor of roughly 12 to 14; a pure R⁻³ tail would give 16. Two to five lattice constants are too short for that tail to act alone, so this comparison does not test the R⁻³ law of section 6. The fitted and calculated sphere constants differ by 0.0001 Ry. This is about a fifth of the excess at 50 bohr, hence the ranges just given, and as much as the whole excess at 80 bohr, which is therefore not resolved. For nearest neighbours W exceeds u by 0.0098 Ry, or 0.13 eV. Matching the tail thus does not guarantee the energy of a charge-transfer pair on adjacent molecules.

*Molecular π orbitals.* Now put the hole in the HOMO of one ethylene and the electron in the LUMO of another, stacked face to face. The orbitals come from CAM-B3LYP/6-31G at an idealized geometry. The LUMO of ethylene is not bound in vacuum, and this small basis keeps it compact. Diffuse basis functions would change its shape, and with it the quadrupole and the ratios below, but not the coefficient of 1/R for any localized orbital. They are held fixed and not recomputed with the screened hybrid. Ethylene supplies the orbital shapes; the lattice is not a model of solid ethylene. The ratio of (ii|u|aa) to 2/(εR) is 0.968 at 8 bohr, 1.000 at 12, 1.003 at 20 and 1.001 at 40.

The axial quadrupoles are 0.877 and 0.319 bohr², together 1.196 bohr². At 40 bohr the multipole formula gives

2(0.3162)[1/40 + 1.196/40³] = 0.01582 Ry,

equal to the directly integrated value at this precision, 0.215 eV. At 20 bohr the quadrupoles raise the ratio by 1.196/20² = 0.003, as found. At 12 bohr the ratio near one is a partial cancellation: the quadrupoles raise it by 0.008, while the erfc term for point charges lowers it by βε erfc(1.8) = 0.004. The remaining reduction of about 0.005 is the sum of what these two estimates omit: orbital size within the erfc term, higher multipoles and any overlap of the two densities. These were not separated.

**9. A second case: the exciton series**

The tail also governs weakly bound excitons in a crystal with wide bands. For isotropic parabolic bands with reduced mass μ, in electron masses, the relative motion obeys

−(1/μ)∇²ψ + V(r)ψ = Eψ,

because ħ²/(2μm) = 1/μ when m = 1/2. For V = −2C/r, set r = ρ/(μC). The operator becomes μC²(−∇_ρ² − 2/ρ), which is hydrogen in Rydberg units multiplied by μC². Hence

E_n = −μC²/n².

Suppose V has this tail but differs at short range. For s states, the semiclassical phase of the Coulomb part, out to the turning point r_t = 2C/|E|, is

∫₀^{r_t} √(μ(2C/r − |E|)) dr = √(μ|E|) π r_t/2 = πC√(μ/|E|).

A pure Coulomb potential makes this πn. A short-range change adds a phase πδ that hardly depends on E near the series limit, since |E| is negligible where the change acts. The total must still be πn, so C√(μ/|E|) = n − δ. With C = 1/ε,

E_n → −μ/[ε²(n − δ)²].

The tail fixes the prefactor μ/ε² and the unit steps of C√(μ/|E|). The short range enters through the quantum defect δ, which also changes the energy spacings.

We hold μ = 0.5 and ε fixed and compare three potentials for s states:

- The screened hybrid of section 8.
- A model W with fraction 1/ε + (1 − 1/ε)exp(−r/4), r in bohr, which is unscreened at contact.
- A global hybrid with fraction 0.2 at all distances.

Define the effective quantum number (1/ε)√(μ/|E|). With the right tail it must rise by one from each level to the next near the series limit, where δ is constant. From n = 7 to n = 8 it rises by 1.000 for both the screened hybrid and the model W. For the global hybrid it rises by 1.581, which is 1/(0.2 · 3.162): a wrong series, not a shifted one.

The lowest levels look quite different. The screened hybrid gives E₁ = −40.8 mRy and the model W gives −257 mRy, although they share the same tail. The hybrid is weaker than 1/ε at short distance and has δ = −0.10 at n = 8. The model W is stronger there and has δ = 0.50. A binding energy of 257 mRy, or 3.5 eV, also lies outside the regime of the model, because so tight a pair is neither slow compared with the electrons that screen it nor spread over many lattice cells. The lowest level of the screened hybrid is doubtful for the second reason: its radius scale is 1/(μC) = ε/μ = 6.3 bohr, and the mean separation, 3/2 of this or 9.5 bohr for the pure tail and larger for the weaker hybrid, is only about one lattice constant of 10 bohr. The two energies compare the potentials and do not predict real excitons.

**10. Real organic semiconductors and the limits of the result**

An electronic permittivity near 3 is realistic for an organic semiconductor. The cubic lattice is not: real molecules are extended, often flat, and stack at roughly 7 bohr, closer than the 10 bohr used here. Point dipoles are then a poor description of neighbours, and the 0.13 eV found above should not be transferred to a real crystal.

The assumption most clearly broken is isotropy. In a homogeneous medium with principal permittivities ε_x, ε_y, ε_z, rescaling each coordinate by the square root of its permittivity turns Poisson's equation into the ordinary one and gives

W = 2/√(ε_xε_yε_z (x²/ε_x + y²/ε_y + z²/ε_z)).

Take ε_x = ε_y = 3 and ε_z = 4 as an illustration. Along z the tail fraction is 1/3 = 0.333; in the plane it is 1/√12 = 0.289. The two differ by 15% relative to the smaller. A single α+β can match one direction or a compromise, but not both.

For an exciton whose electron and hole move through the crystal, two conditions concern time scales. The binding energy must be small compared with the electronic excitations that provide the screening; otherwise the frequency dependence of W matters. It must also be large compared with the vibrational energies that polarize the lattice; otherwise the nuclei follow the pair and ε with fixed nuclei is too small. Where vibrations polarize the lattice appreciably, this excludes high exciton levels, such as n = 8 in section 9, which is bound by only about 10 meV. For charges localized on two distant molecules, the question is instead which energy is meant. The vertical excitation energy, with the nuclei still at their ground-state positions, keeps the tail 2/(εR) at every large distance. Once the nuclei have relaxed around the charges, the attraction is weaker, because the lattice then adds to the screening.

Within these conditions, α+β can be set from a computed electronic ε, or from one measured at frequencies above the vibrations and well below the electronic transitions. The choice of α and ω then needs separate criteria, such as the quasiparticle gap, because the tail says nothing about them. The full set of values is in the numerical output.

Calculated quantities

```
lattice constant 10.0 bohr, polarizability 100.0 bohr^3
permittivity from lattice formula 3.1624, inverse 0.3162
hybrid: alpha 0.2000, beta 0.1162, omega 0.150 1/bohr
dipole sphere: 14147 molecules, radius 150.0 bohr
inverse permittivity from the sphere's 1/R tail 0.3175
sphere constant: fitted 0.00903, formula 0.00912 Ry
point charges: R (bohr), lattice W, hybrid u, 2/(eps R), bare 2/R (Ry)
   10.0 0.07226 0.06245 0.06324 0.20000
   20.0 0.03701 0.03162 0.03162 0.10000
   50.0 0.01311 0.01265 0.01265 0.04000
   80.0 0.00803 0.00791 0.00791 0.02500
q (1/bohr), q^2 u(q)/(8 pi): quadrature, formula
  0.30 0.24275 0.24275
  0.10 0.30399 0.30399
  0.02 0.31570 0.31570
ethylene pair, R = 20 bohr: functional, tail fraction, response, -(ii|u|aa) (Ry)
  pbe       0.000 -0.000000 -0.000000
  pbe0      0.250 -0.025072 -0.025072
  camb3lyp  0.650 -0.065188 -0.065188
CAM-B3LYP part beyond -(ii|u|aa): 6.83e-04 Ry at 7 bohr, 0.0e+00 Ry at 20 bohr
axial quadrupoles: HOMO 0.877, LUMO 0.319 bohr^2
screened hybrid, ethylene pair: R (bohr), attraction, 2/(eps R) (Ry), ratio
   8.0 0.076501 0.079053 0.9677
  12.0 0.052688 0.052702 0.9997
  20.0 0.031712 0.031621 1.0029
  40.0 0.015822 0.015811 1.0007
multipole formula at 40 bohr: 0.015822 Ry
attraction at 40 bohr in eV: 0.2153
exciton s levels, mu = 0.50, model-W screening length 4.0 bohr
model, E1 (mRy), E8 (mRy), defect at n=8, step of effective n from 7 to 8
  screened hybrid -40.825 -0.7628 -0.0959 0.9999
  model W         -257.035 -0.8890 0.5010 1.0002
  global hybrid   -20.000 -0.3125 -4.6485 1.5811
```
